# Electron coalescence cusps and pair functions in d dimensions

A Monte Carlo or explicitly correlated calculation for electrons in a plane that repel as $1/r$ needs a factor $1+\gamma r$ in its trial function at small electron distance $r$, and someone must choose $\gamma$. Taking over the three-dimensional value $1/2$ for unlike spins has a price: the local energy keeps a term $1/(2r)$, and its variance diverges logarithmically in two dimensions, although the mean energy stays finite. The theorem below fixes $\gamma$, and with it the initial slope that a model pair function must have.

## Setting and assumptions

Hartree atomic units are used, so lengths are in bohr and $\gamma$ is in 1/bohr. Electrons move in $d$ dimensions and repel as $1/r$, with $r$ the distance in those dimensions. For $d=2$ this is the ordinary Coulomb repulsion of electrons confined to a plane, not the logarithmic potential that solves Poisson's equation there.

Let $\Psi$ be an eigenfunction of

$$H=-\tfrac12\sum_i\nabla_i^2+\sum_i v(\mathbf r_i)+\sum_{i<j}\frac1{r_{ij}} .$$

Since $H$ contains no spin operators, the spin labels may be fixed, which leaves a spatial amplitude $\psi$. For electrons 1 and 2 put

$$\mathbf R=\tfrac12(\mathbf r_1+\mathbf r_2),\qquad \mathbf r=\mathbf r_2-\mathbf r_1 .$$

Two assumptions are made.

**(A)** Near the contact point $\mathbf R$ the potential $v$ is smooth, and no other electron is there. The other electrons are apart from one another and from any singularity of $v$.

**(B)** Near $\mathbf r=0$, $\psi$ is continuous with a bounded gradient in $\mathbf r$. The same holds for its first and second derivatives with respect to $\mathbf R$ and the positions of the other electrons.

Assumption (B) is plausible because moving $\mathbf R$ or a distant electron leaves $\mathbf r$ unchanged, and so does not cross the singularity of $1/r$. It is taken here as a property of the eigenfunction.

## Theorem

1. Let $f(r)$ be the average of $\psi$ over the directions of $\mathbf r$. If $d\ge2$,
$$f'(0)=\frac{f(0)}{d-1}.$$

2. For like spins and $d\ge 1$, the part of $\psi$ with angular momentum $l=1$ is $\mathbf r\cdot\mathbf h(r)$, with
$$\mathbf h(r)=\mathbf a\left[1+\frac{r}{d+1}\right]+O(r^2).$$

3. For $d\ge2$, the direction-averaged pair function obeys
$$g'(0)=\frac{2}{d-1}\,g(0),$$
and its like-spin part obeys $g'''(0)=6g''(0)/(d+1)$.

The first statement has content when $f(0)\neq0$, which requires unlike spins. The logarithmic slope $f'(0)/f(0)$ is then $1/(d-1)$. In two dimensions $g'(0)=2g(0)$; in three, $g'(0)=g(0)$.

## Lemma 1: the equation near contact

The chain rule gives $\nabla_1=\frac12\nabla_R-\nabla_r$ and $\nabla_2=\frac12\nabla_R+\nabla_r$. On squaring and adding, the cross terms cancel:

$$\nabla_1^2+\nabla_2^2=\tfrac12\nabla_R^2+2\nabla_r^2 .$$

Multiplication by $-\frac12$ gives $-\nabla_r^2-\frac14\nabla_R^2$. The coefficient of $\nabla_r^2$ is 1, not $\frac12$, because the reduced mass of two electrons is $\frac12$.

Let $V$ be all the potential energy except $1/r$. Then $H\psi=E\psi$ becomes

$$\nabla_r^2\psi=\frac{\psi}{r}-B,\qquad B=\Big(E-V+\tfrac14\nabla_R^2+\tfrac12\sum_{k\ge3}\nabla_k^2\Big)\psi. \tag{1}$$

By (A) and (B), $B$ is bounded near $r=0$, and $|B(\mathbf r)-B(0)|\le Cr$ for some constant $C$. The trap, the other electrons and the energy enter through $B$ alone.

## Lemma 2: angular momentum acts as extra dimensions

Let $Y(\mathbf r)$ be a homogeneous polynomial of degree $l$ with $\nabla^2Y=0$; examples are $1$, $x$ and $xy$. For any radial function $h(r)$,

$$\nabla^2(hY)=Y\left[h''+\frac{d+2l-1}{r}h'\right]. \tag{2}$$

*Proof.* The gradient of $h$ is $h'\mathbf r/r$. Its divergence is

$$\nabla^2h=\mathbf r\cdot\nabla\!\left(\frac{h'}{r}\right)+\frac{h'}{r}\,d
=r\left(\frac{h''}{r}-\frac{h'}{r^2}\right)+\frac{d\,h'}{r}
=h''+\frac{d-1}{r}h'.$$

The product rule gives $\nabla^2(hY)=Y\nabla^2h+2\nabla h\cdot\nabla Y+h\nabla^2Y$. The last term is zero. In the middle one, homogeneity means $\mathbf r\cdot\nabla Y=lY$, so it equals $2lh'Y/r$. Adding the terms gives (2). $\square$

The bracket in (2) is the radial Laplacian of an $l=0$ function in $d+2l$ dimensions. The like-spin problem in a plane therefore has the radial equation of the nodeless-at-contact problem in four dimensions.

## Proof of part 1

Integrate (1) over the shell between radii $\epsilon$ and $r$. By the divergence theorem the left side is the difference of the fluxes of $\nabla\psi$ through the two spheres. The flux through a sphere of radius $s$ is $\Omega s^{d-1}f'(s)$, where $\Omega$ is the area of the unit sphere. Since the gradient is bounded, the inner flux is at most a constant times $\epsilon^{d-1}$, which vanishes as $\epsilon\to0$ for $d\ge2$. Dividing by $\Omega$ leaves

$$r^{d-1}f'(r)=\int_0^r s^{d-1}\left[\frac{f(s)}s-B_0(s)\right]ds, \tag{3}$$

where $B_0$ is the directional average of $B$. The bounded gradient also gives $f(s)=f(0)+O(s)$. The Coulomb term is therefore

$$\int_0^r s^{d-2}\,[f(0)+O(s)]\,ds=\frac{f(0)\,r^{d-1}}{d-1}+O(r^d),$$

while the $B_0$ term is $O(r^d)$. Division by $r^{d-1}$ yields

$$f'(r)=\frac{f(0)}{d-1}+O(r). \tag{4}$$

The limit $r\to0$ proves part 1. $\square$

**What the missing inner flux means.** Away from the origin, $\nabla^2\psi=0$ also has the solutions $\ln r$ for $d=2$ and $r^{2-d}$ for $d\ge3$. They would carry a flux out of the origin. Their gradients behave as $r^{1-d}$, so their kinetic energy contains $\int r^{2-2d}r^{d-1}dr=\int r^{1-d}dr$, which diverges at the origin for $d\ge2$. Finite kinetic energy excludes them.

**Why one dimension differs.** For $d=1$ the first integral in (3) contains $f(0)\int ds/s$ and diverges. The repulsion energy contains $|f(0)|^2\int dr/r$, which diverges as well. A finite energy thus requires $f(0)=0$, and no contact slope of the first kind exists.

## Proof of part 2

For like spins, exchanging the electrons changes the sign of $\psi$. Exchange means $\mathbf r\to-\mathbf r$ at fixed $\mathbf R$, so $\psi$ is odd in $\mathbf r$. The potential $V$ is even under this exchange, hence $B$ is odd, $B(0)=0$, and $|B|\le Cr$.

The Laplacian and $1/r$ are unchanged by rotations of $\mathbf r$, so the $l=1$ part of (1) can be taken separately. Write the $l=1$ parts of $\psi$ and $B$ as $\mathbf r\cdot\mathbf h(r)$ and $\mathbf r\cdot\mathbf b(r)$. Both $\mathbf h$ and $\mathbf b$ are bounded, because $\psi$ and $B$ are at most of order $r$. Lemma 2 with $l=1$ gives

$$\mathbf h''+\frac{d+1}{r}\mathbf h'=\frac{\mathbf h}{r}-\mathbf b .$$

Multiplied by $r^{d+1}$, the left side is the derivative of $r^{d+1}\mathbf h'$. The bounded gradient of $\psi$ allows $\mathbf h'$ to grow at most as $1/r$, so $r^{d+1}\mathbf h'$ vanishes at the origin. Therefore

$$r^{d+1}\mathbf h'(r)=\int_0^r s^d\,\mathbf h(s)\,ds-\int_0^r s^{d+1}\,\mathbf b(s)\,ds .$$

The right side is $O(r^{d+1})$, so $\mathbf h'$ is bounded and $\mathbf h$ has a limit $\mathbf a$ at the origin, with $\mathbf h=\mathbf a+O(s)$. Inserting this, the first integral is $\mathbf a\,r^{d+1}/(d+1)+O(r^{d+2})$ and the second is $O(r^{d+2})$. Hence $\mathbf h'(r)=\mathbf a/(d+1)+O(r)$, and integration gives part 2. $\square$

This argument holds for $d=1$ too, where the slope is $1/2$. It also covers unlike spins in a state that is odd in $\mathbf r$, such as the triplet component with one spin up and one down. The parity of the amplitude decides which law applies; the spin labels matter because they can enforce that parity.

## Proof of part 3

The pair density $P(\mathbf r_1,\mathbf r_2)$ is $N(N-1)|\Psi|^2$ summed over spins and integrated over the other electrons, and $g=P/[n(\mathbf r_1)n(\mathbf r_2)]$ with $n$ the density. It is assumed that $n$ is smooth and nonzero at the contact point, and that the small-$r$ expansion may be integrated over the other electrons term by term. Configurations with a third electron at the contact point are thereby taken to have no weight in the leading terms.

**Unlike spins.** Split $\psi=f+w$, where $w$ has zero directional average. The cross term averages to zero, and the bounded gradient makes $w=O(r)$. With (4),

$$\langle|\psi|^2\rangle=|f|^2+\langle|w|^2\rangle=|f(0)|^2\left[1+\frac{2r}{d-1}\right]+O(r^2).$$

The factor 2 comes from squaring the amplitude. The bracket does not depend on the other electrons, so it survives the integration over them.

**Like spins.** Now $\psi=\mathbf r\cdot\mathbf h+w$, where $w$ contains $l=3,5,\dots$. In (1) the source of each such component is first bounded, because $w/r$ is; this gives $w=O(r^2)$, since the free solution $r^l$ is smaller still. The source is then $O(r)$, and repeating the step gives $w=O(r^3|\ln r|)$, the logarithm allowing for $l=3$, where the free solution has the same power. Assuming that the sum over components keeps this order, $w$ does not contribute to $|\psi|^2$ through order $r^3$. The directional average of $|\mathbf r\cdot\mathbf h|^2$ is $r^2|\mathbf h|^2/d$, so

$$\langle|\psi|^2\rangle=\frac{|\mathbf a|^2}{d}\,r^2\left[1+\frac{2r}{d+1}\right]+\text{terms smaller than }r^3 .$$

**Dividing by the densities.** At fixed $\mathbf R$ the product $n(\mathbf R+\mathbf r/2)\,n(\mathbf R-\mathbf r/2)$ is even in $\mathbf r$, so it equals $n(\mathbf R)^2+O(r^2)$ and does not alter the two leading terms. If electron 1 is held fixed instead, $n(\mathbf r_1+\mathbf r)$ and the shift of $\mathbf R$ bring in corrections linear in $\mathbf r$. These multiply a leading term that is even in $\mathbf r$, so the products are odd and average to zero.

The like-spin part of $P$ starts at $r^2$. The spin-summed $g$ therefore has the first-derivative law of its unlike-spin part. For like spins, write $g=c\,r^2[1+2r/(d+1)]$ to this order. Then $g''(0)=2c$ and $g'''(0)=6\cdot2c/(d+1)$, whose ratio is $6/(d+1)$. $\square$

## Remarks on use and failure

**The trial function.** Near contact, (2) gives $-\nabla^2(1+\gamma r)=-(d-1)\gamma/r$. The singular part of the local energy $(H\psi)/\psi$ is therefore

$$\frac{1-(d-1)\gamma}{r}.$$

For $d=2$ and $\gamma=1/2$ it is $1/(2r)$. The variance then contains $\int (1/4r^2)\,r\,dr$, which diverges logarithmically when the amplitude is nonzero at contact. For $d=3$ a wrong $\gamma$ gives $\int r^{-2}r^2dr$, which is finite at contact: the local energy still has a spike, but a less damaging one. For like spins the singular part is $[1-(d+1)\gamma]/r$, and the amplitude squared supplies a further $r^2$, so the variance stays finite near contact.

**Other interaction strengths.** If the repulsion is $\lambda/r$, the Coulomb term in (3) is multiplied by $\lambda$, and so is the slope. For electrons of effective mass $m$ in a medium of permittivity $\varepsilon$, the relative equation contains $-(\hbar^2/m)\nabla^2+e^2/(4\pi\varepsilon r)$. Division by $\hbar^2/m$ turns the repulsion into $1/(a^*r)$ with $a^*=4\pi\varepsilon\hbar^2/(me^2)$. The unlike-spin slope is then $1/[(d-1)a^*]$. This assumes an isotropic parabolic band and an unscreened $1/r$ law at short range. With different masses $m_x,m_y$ in a plane the slope depends on direction, and only its directional average keeps this form, with $m=\sqrt{m_xm_y}$.

**Softened repulsion.** A real electron layer has a thickness. Averaging the three-dimensional Coulomb repulsion over a smooth layer profile leaves an interaction that still diverges at $r=0$, but only as $-\ln r$. In this averaged two-dimensional model the slope at contact is zero, because $r^{-1}\int_0^r s\ln s\,ds$ vanishes with $r$. The full three-dimensional amplitude in the layer still has the $d=3$ slope $1/2$ in the three-dimensional distance, by part 1. If a model interaction is finite at $r=0$, the whole source in (3) is bounded, $f'(r)=O(r)$, and the cusp is gone as well. A strictly planar model with $1/r$ repulsion has the cusp, and its trial function must respect it.

## A closed example in a harmonic trap

Two electrons in the trap $v=\frac12\omega^2r_i^2$ provide a case where everything can be written down. Since $r_1^2+r_2^2=2R^2+\frac12r^2$, the trap energy is $\omega^2R^2+\frac14\omega^2r^2$ and the motions separate. The centre-of-mass factor $e^{-\omega R^2}$ satisfies

$$\left(-\tfrac14\nabla_R^2+\omega^2R^2\right)e^{-\omega R^2}=\tfrac{d\omega}{2}\,e^{-\omega R^2},$$

because $\nabla_R^2e^{-\omega R^2}=(4\omega^2R^2-2d\omega)e^{-\omega R^2}$.

For the relative motion set $D=d+2l$ and $h=e^{-\omega r^2/4}p(r)$. Differentiation gives

$$h'=e^{-\omega r^2/4}\left(p'-\tfrac{\omega r}{2}p\right),$$
$$h''=e^{-\omega r^2/4}\left(p''-\omega rp'-\tfrac\omega2p+\tfrac{\omega^2r^2}{4}p\right).$$

In $-h''-(D-1)h'/r+(\omega^2r^2/4+1/r)h=\varepsilon h$ the terms in $\omega^2r^2$ cancel, leaving

$$p''+\left(\frac{D-1}r-\omega r\right)p'+\left(\varepsilon-\frac{D\omega}{2}-\frac1r\right)p=0 .$$

Try $p=1+\gamma r$ and collect powers:

- $r^{-1}$: $(D-1)\gamma-1=0$, the cusp condition.
- $r^0$: $\varepsilon-D\omega/2-\gamma=0$.
- $r^1$: $\gamma(\varepsilon-D\omega/2-\omega)=0$.

The last two lines require $\omega=\gamma$. This simple form thus exists for one frequency, $\omega=1/(D-1)$, with $\varepsilon=\omega(1+D/2)$. The cusp itself does not depend on that choice.

In two dimensions the singlet has $D=2$, $\omega=1$ and $\varepsilon=2$ hartree. The centre of mass adds 1 hartree, for a total of 3 hartree. The triplet with $l=1$ has $D=4$, $\omega=1/3$ and $\varepsilon=1$ hartree; adding $1/3$ gives $1.333$ hartree. Both functions were tested in the full four-coordinate Schrödinger equation.

## Reading the numbers

**Slopes that were not put in.** A variational calculation in powers of $r$, with no condition on the slope, was made at $\omega=0.4$ hartree. For $l=0$ it gives 1.000, 0.500 and 0.333 per bohr in $d=2,3,4$. For $l=1$ it gives 0.500, 0.333, 0.250 and 0.200 per bohr in $d=1,2,3,4$. For $d=2$, $l=0$, removing the repulsion removes the slope, and doubling it doubles the slope to 2.000 per bohr. The $l=1$ state in two dimensions and the $l=0$ state in four share the relative energy 1.1675 hartree, as Lemma 2 requires.

**The two parts of (3).** For the $d=2$, $l=0$ state at $r=0.01$ bohr, the Coulomb part of $f'/f(0)$ is 1.0050 and the rest is $-0.0049$, in 1/bohr. At $r=0.1$ bohr they are 1.050 and $-0.052$. The first excess is $r/2$, as follows from inserting $f=f(0)(1+r)$ in (3). For this separable state $B=(\varepsilon-\omega^2r^2/4)f$, so the rest is $-\varepsilon r/2$ to first order and the total is $1+(1-\varepsilon)r/2$. The value $-0.0049$ at 0.01 bohr shows that the relative energy $\varepsilon$ is close to 1 hartree at this frequency, which is why the two linear terms almost cancel. The cancellation is an accident of the chosen $\omega$: for the closed singlet, with $\varepsilon=2$ hartree, the total is $1-r/2$. At 1 bohr the parts are 1.475 and $-0.776$, and the total has fallen to 0.699.

**A trap without circular symmetry.** The trap energy $\omega^2r^2/4$ was multiplied by $1-0.6\cos2\varphi$, in a disc with a free edge and with three angular components kept. In this disc, of radius 7.9 bohr, about 21% of the norm lies outside $l=0$ in the even state, and 10% outside $l=1$ in the odd one. These shares are not converged: seven components in the same disc give 21.5% and 10.6%, and in a disc of radius 16 bohr they fall to 18% and 8%. The slopes are local and are not affected. The leading components keep the slopes 1.000 and 0.333 per bohr. The anisotropy belongs to $B$ in (1) and cannot change them.

**The pair function.** In the closed singlet, $g(0)=0.193$ at the trap centre. Without repulsion both electrons share one orbital $\phi$, so $P=2|\phi|^4$, $n=2|\phi|^2$ and $g=1/2$; the repulsion has lowered the contact value well below that. At $R=0.5$ bohr, $g(0)=0.1533$ and $g'(0)=0.3067$ per bohr, so

$$\frac{g'(0)}{g(0)}=\frac{0.3067}{0.1533}=2.00\ \text{per bohr}.$$

The contact value depends on position, while the ratio is fixed by the theorem. For the triplet, $g'''(0)/g''(0)=0.4654/0.2327=2.00$ per bohr, in agreement with $6/(d+1)$. Both ratios were tested with the pair centre fixed and with one electron fixed.

**Range of the linear law.** At $R=0.5$ bohr and $r=0.1$ bohr, $g=0.1852$ against $0.1533(1+0.2)=0.1840$, a shortfall of 0.6% of $g$. It is 2% at 0.2 bohr and 7% at 0.5 bohr. Doubling $r$ from 0.05 to 0.1 bohr raises the absolute shortfall from 0.0003 to 0.0012, the fourfold growth expected of a neglected $r^2$ term. Using the three-dimensional law $g(0)(1+r)$ in this planar system would give 0.184 at 0.2 bohr instead of 0.219, an error of 16% of $g$. The complete values are in the numerical output.

## Table of computed values

```
Trap frequency for slope table: 0.40 hartree
d=2 l=0 slope: computed 1.00000, law 1.00000 1/bohr
d=3 l=0 slope: computed 0.50000, law 0.50000 1/bohr
d=4 l=0 slope: computed 0.33333, law 0.33333 1/bohr
d=1 l=1 slope: computed 0.50000, law 0.50000 1/bohr
d=2 l=1 slope: computed 0.33333, law 0.33333 1/bohr
d=3 l=1 slope: computed 0.25000, law 0.25000 1/bohr
d=4 l=1 slope: computed 0.20000, law 0.20000 1/bohr
Relative energy d=2 l=1: 1.16753 hartree
Relative energy d=4 l=0: 1.16753 hartree
d=2 l=0 slope, repulsion 0/r: 0.00000 1/bohr
d=2 l=0 slope, repulsion 2/r: 2.00000 1/bohr
d=2 r=0.01 bohr: f'/f(0) 1.00009 = Coulomb 1.00500 + rest -0.00491 1/bohr
d=2 r=0.10 bohr: f'/f(0) 0.99797 = Coulomb 1.04999 + rest -0.05202 1/bohr
d=2 r=1.00 bohr: f'/f(0) 0.69905 = Coulomb 1.47514 + rest -0.77608 1/bohr
Anisotropy factor of trap: -0.6
Anisotropic d=2, leading l=0: slope 1.00000 1/bohr, admixture 0.2072
Anisotropic d=2, leading l=1: slope 0.33333 1/bohr, admixture 0.1023
singlet: omega 1.00000, relative energy 2.00000, total energy 3.00000 hartree
triplet: omega 0.33333, relative energy 1.00000, total energy 1.33333 hartree
Singlet density at trap centre: 0.43613 1/bohr^2
Singlet g(0) at trap centre: 0.19347
Chosen off-centre distance R: 0.50 bohr
Singlet density at R: 0.38152 1/bohr^2
Singlet, fixed pair centre: g(0) 0.15334, g'(0) 0.30669 1/bohr, ratio 2.00000 1/bohr
Triplet, fixed pair centre: g''(0) 0.23269 1/bohr^2, g'''(0) 0.46538 1/bohr^3
  ratio g'''(0)/g''(0): 2.00001 1/bohr
Singlet, fixed reference electron: g(0) 0.15334, g'(0) 0.30669 1/bohr, ratio 2.00000 1/bohr
Triplet, fixed reference electron: g''(0) 0.23269 1/bohr^2, g'''(0) 0.46540 1/bohr^3
  ratio g'''(0)/g''(0): 2.00009 1/bohr
Singlet r=0.05 bohr: g 0.16898, linear law 0.16868
Singlet r=0.10 bohr: g 0.18520, linear law 0.18401
Singlet r=0.20 bohr: g 0.21917, linear law 0.21468
Singlet r=0.50 bohr: g 0.32941, linear law 0.30669
```
